\section*{Methylene proton couplings in cyclic π radicals: the Whiffen rule}

\section{A methylene group between two flanking carbons}

\subsection{Cancellation in cyclobutenyl}

The cyclobutenyl radical is a four-membered ring in which a CH$_2$ group joins the two ends of an allyl chain. In the H\"uckel model the unpaired electron occupies
\begin{equation}
\psi_0=\frac{1}{\sqrt2}\,(p_1-p_3),
\end{equation}
where all $p$ orbitals have their positive lobes on the same side of the ring plane. Each carbon next to the CH$_2$ group carries half of the unpaired electron. If each flank contributed to the methylene coupling in proportion to its own density, the two halves would add up to the effect of one full unpaired electron.

For the part of the coupling that comes from the singly occupied orbital itself, symmetry forbids this. Take the ring as planar, with a mirror plane that passes through the CH$_2$ group and exchanges carbons 1 and 3. Both methylene protons lie in that mirror plane. The orbital changes sign under the reflection, so it is zero everywhere on the plane and therefore at both protons. This remains true when the orbital spreads onto the CH$_2$ group, because mixing preserves the symmetry.

In cyclohexadienyl the chain is pentadienyl, and the two flanking coefficients have the same sign. The contributions then reinforce each other, and the methylene protons couple by roughly 48~G. The two radicals are described by one rule:
\begin{equation}
a_{\rm direct}=B\cos^2\theta\,(c_1+c_N)^2 .
\label{eq:whiffen}
\end{equation}
Here $c_1$ and $c_N$ are the real coefficients of the singly occupied orbital on the flanking carbons of an $N$-carbon chain. The angle $\theta$ is the dihedral angle between a flanking $p$ axis and the C--H bond, viewed along the bond from the flank to the methylene carbon. The constant $B$ is the direct coupling at $\theta=0$ for a single flank with unit density. This is the Whiffen rule. It holds to leading order in the mixing between the chain and the CH$_2$ group, and it covers only the direct part of the coupling, defined next.

\subsection{What the coupling measures}

For a radical of spin $\tfrac12$, the isotropic proton coupling in field units is
\begin{equation}
a=\frac{2}{3}\,\mu_0\,g_p\,\mu_N\,\rho_s(\mathbf r_{\rm H}),
\label{eq:contact}
\end{equation}
where $g_p$ is the proton $g$ factor, $\mu_N$ the nuclear magneton, and $\rho_s$ the density of majority-spin minus minority-spin electrons, which integrates to one. The formula gives tesla; $1~\mathrm{G}=10^{-4}$~T.

The spin density can be divided as
\begin{equation}
\rho_s(\mathbf r)=|\psi(\mathbf r)|^2+\Delta(\mathbf r).
\label{eq:split}
\end{equation}
The first term comes from the singly occupied orbital $\psi$ and gives the direct, or hyperconjugative, coupling. The remainder $\Delta$ is spin polarization: the formally paired electrons of opposite spin have slightly different spatial distributions. In the calculations below, $\psi$ is the natural orbital with occupation one. The division is a tool of analysis; experiment measures the sum.

\subsection{Why amplitudes add first}

Let $s_1$ and $s_2$ be the 1s orbitals of the methylene hydrogens, above and below the ring plane. A $\pi$ orbital is odd in that plane, so it can mix only with the odd combination
\begin{equation}
h=\frac{s_1-s_2}{\sqrt2}.
\end{equation}
Overlap between $s_1$ and $s_2$ is neglected. Energies are measured in units of $|\beta|$, the size of the resonance integral between neighbouring chain carbons, with the carbon $p$ level at zero. The matrix element between $h$ and the $p$ orbital of the methylene carbon is $-k$. The matrix element between that $p$ orbital and each flanking $p$ orbital is $-\lambda$. The level of $h$ is $\alpha_h$.

Let the unperturbed chain orbital have energy $E$, and let $y$ and $x$ be the coefficients it acquires on the methylene $p$ orbital and on $h$. To first order in $\lambda$, the chain coefficients and $E$ keep their unperturbed values. The eigenvalue equations for the two added orbitals are
\begin{align}
Ey&=-\lambda c_1-\lambda c_N-kx,\label{eq:y}\\
(E-\alpha_h)x&=-ky.\label{eq:x}
\end{align}
Equation~(\ref{eq:y}) contains the physical point. The methylene orbital has one coefficient, and both flanks feed it. Their contributions are summed, with signs, before any density is formed.

Write $S=c_1+c_N$. Equation~(\ref{eq:x}) gives $y=-(E-\alpha_h)x/k$. Inserting this in Eq.~(\ref{eq:y}) gives
\begin{equation}
-\frac{E(E-\alpha_h)}{k}\,x=-\lambda S-kx .
\end{equation}
Multiplication by $-k$ and collection of the terms in $x$ yield
\begin{equation}
\left[E(E-\alpha_h)-k^2\right]x=k\lambda S,
\qquad
x=\frac{k\lambda S}{E(E-\alpha_h)-k^2}.
\label{eq:mix}
\end{equation}
The coefficient on each hydrogen is $\pm x/\sqrt2$, so each carries the population
\begin{equation}
\rho_{\rm H}=\frac{x^2}{2}
=\frac{k^2\lambda^2}{2\left[E(E-\alpha_h)-k^2\right]^2}\,(c_1+c_N)^2 .
\label{eq:pop}
\end{equation}
With a single flank, $S$ is replaced by $c_1$ and the prefactor is unchanged at the same $E$. The prefactor, converted to a coupling, is what Eq.~(\ref{eq:whiffen}) calls $B\cos^2\theta$. The expansion
\begin{equation}
(c_1+c_N)^2=c_1^2+c_N^2+2c_1c_N
\label{eq:cross}
\end{equation}
shows what a sum of densities omits. For $c_N=c_1$ the cross term doubles the additive result. For $c_N=-c_1$ it cancels it.

The first-order result fails if the denominator in Eq.~(\ref{eq:mix}) is small, that is, if a level of the CH$_2$ group comes close to $E$. It also fails gradually as $\lambda$ grows. For an odd chain with $E=0$ and $\alpha_h=0$ the correction can be found in closed form. Try $y=0$. The chain equations are then unchanged, because the chain is coupled to the group only through $y$. Equation~(\ref{eq:x}) is satisfied, and Eq.~(\ref{eq:y}) gives $x=-\lambda S/k$. The squared norm of this orbital is $1+\lambda^2S^2/k^2$, so
\begin{equation}
\rho_{\rm H}=\frac{1}{2}\,\frac{\lambda^2S^2/k^2}{1+\lambda^2S^2/k^2}
=\frac{\lambda^2S^2}{2(k^2+\lambda^2S^2)} .
\label{eq:sat}
\end{equation}
For the model values $\lambda=0.8$ and $k=2.5$, one flank of unit density gives $\rho_{\rm H}=0.0464$ and pentadienyl gives 0.0601. Their ratio is 1.29, against 1.33 at leading order. Saturation thus lowers the enhancement by about 3\% in this model.

\subsection{The angular factor}

The factor $\cos^2\theta$ is most easily derived for a methyl group attached to one radical carbon, as in ethyl. Choose one methyl hydrogen and the plane containing it and the C--C axis. The half-filled $p$ orbital can be resolved as
\begin{equation}
p=\cos\theta\,p_{\parallel}+\sin\theta\,p_{\perp},
\end{equation}
where $p_\parallel$ lies in the plane and $p_\perp$ is perpendicular to it. To first order, the amplitude at the hydrogen is linear in $p$, so the two components can be treated separately. The plane is a mirror plane of the methyl group. The component $p_\perp$ is odd in it and produces no amplitude at a hydrogen lying in it. The amplitude is therefore proportional to $\cos\theta$, and the density to $\cos^2\theta$. This argument neglects the lower symmetry of the rest of the molecule.

Using the same $B$ for a ring is an approximation, because a ring bond replaces the third methyl C--H bond. The closest ethyl reference has that third bond in the nodal plane of the $p$ orbital, where the second ring bond would be. The other two hydrogens then have $\theta=30^\circ$ and $150^\circ$, for both of which $\cos^2\theta=0.75$.

If the ring is distorted so that the two flanks make different angles with a given C--H bond, linearity says that the two flank amplitudes still add. If each is further assumed to keep the $\cos\theta$ form, which was derived from a methyl mirror plane that a ring CH$_2$ group lacks, the estimate is
\begin{equation}
a_{\rm direct}=B\,(c_1\cos\theta_1+c_N\cos\theta_N)^2 .
\label{eq:general}
\end{equation}
A pucker that preserves the mirror plane through the CH$_2$ group keeps $\theta_1=\theta_N$ for each proton, though the two protons may become inequivalent. For an orbital odd in that plane the cancellation survives. A twist that removes the mirror plane makes it incomplete. Equation~(\ref{eq:general}) is unreliable for the size of this remainder, which is a small difference of two approximate amplitudes. Rotating the CH$_2$ group of cyclobutenyl by $30^\circ$ about its twofold axis gives 1.3~G from the equation with the $B$ found below, but the B3LYP direct term with the same setup is only about 0.2~G. The total coupling at that geometry is 7.8~G, still almost all spin polarization.

\subsection{Which chains add and which cancel}

For an odd chain, the unpaired electron of the neutral radical occupies the H\"uckel orbital at $E=0$. Its coefficients obey
\begin{equation}
c_2=0,\qquad c_{j-1}+c_{j+1}=0 .
\end{equation}
The first condition comes from the end carbon and the second from each interior carbon. All even-numbered coefficients vanish, and the odd-numbered ones alternate in sign. There are $(N-1)/2$ steps of two carbons from one end to the other, so
\begin{equation}
c_N=(-1)^{(N-1)/2}c_1,\qquad c_1^2=\frac{2}{N+1}.
\end{equation}
The second result follows from normalization over the $(N+1)/2$ odd-numbered carbons. Pentadienyl has $c_1=c_5=1/\sqrt3$ and
\begin{equation}
(c_1+c_5)^2=\frac43,\qquad c_1^2+c_5^2=\frac23 .
\end{equation}
Allyl and heptatrienyl have opposite end coefficients, so the direct term vanishes when CH$_2$ closes either chain symmetrically.

The radical ions of cyclopentadiene separate the effect of sign from that of density. Here CH$_2$ closes a butadiene chain. In the H\"uckel model the cation has end coefficients $0.6015$ and $-0.6015$, and the anion has $0.6015$ and $0.6015$. The flank densities are the same, but $(c_1+c_4)^2$ is zero for the cation and 1.447 for the anion.

\subsection{How large the effect is}

The sizes were computed with unrestricted B3LYP, using the 6-31G basis on carbon and 6-311G on hydrogen, at idealized geometries with planar rings. Cyclohexadienyl has C--C bonds of 1.51, 1.37 and 1.42~\AA\ going from the CH$_2$ group to the opposite carbon, and a ring angle of $112^\circ$ at CH$_2$. In cyclobutenyl the bonds are 1.53 and 1.39~\AA\ and the angle is $87^\circ$. Methylene C--H bonds are 1.10~\AA, with H--C--H angles of $105^\circ$ and $109^\circ$ respectively. Relaxation, vibration and solvent are left out.

Ethyl at $\theta=30^\circ$ has a direct coupling of 26.07~G, hence
\begin{equation}
B=\frac{26.07~\mathrm{G}}{0.75}=34.76~\mathrm{G}.
\end{equation}
This $B$ refers to the direct part alone; the total ethyl coupling at the same angle is 39.36~G. The computed direct couplings in two ethyl conformers follow $B\cos^2\theta$ to within the tested tolerance of $0.10B$.

In cyclohexadienyl the geometry gives $\theta=32.5^\circ$ and $\cos^2\theta=0.7119$. The two predictions for the direct part are
\begin{align}
\text{amplitudes added:}\quad &34.76\times0.7119\times\tfrac43=33.0~\mathrm{G},\\
\text{densities added:}\quad &34.76\times0.7119\times\tfrac23=16.5~\mathrm{G}.
\end{align}
The B3LYP direct term is also 33.0~G. Agreement this close is partly fortuitous. The computed orbital has a L\"owdin population of 0.255 on each flank, against 0.926 on the radical carbon of ethyl. With these populations in place of H\"uckel densities, the rule gives
\begin{equation}
34.76\times0.7119\times\frac{4\times0.2549}{0.9259}=27.25~\mathrm{G},
\end{equation}
which is 17\% below the B3LYP direct term. The rule therefore identifies the constructive addition clearly, but its accuracy here is nearer 20\% than 1\%.

Spin polarization adds 16.6~G, one third of the total:
\begin{equation}
a=32.95+16.59=49.5~\mathrm{G}=4.95~\mathrm{mT}.
\end{equation}
The total is close to the rough measured value of 48~G, but hyperconjugation through the singly occupied orbital does not supply all of it.

Experiment gives only total couplings, so one can also try the rule on totals. Scaling the total ethyl value gives
\begin{equation}
39.36\times\frac{0.7119}{0.75}\times\frac43=49.8~\mathrm{G},
\end{equation}
while adding densities would give 24.9~G. The agreement with the B3LYP total of 49.5~G has two sources. It inherits the partly fortuitous agreement of the direct term: with the computed populations in place of H\"uckel densities, the same scaling gives 41.1~G, which is 17\% below the B3LYP total. It also needs the polarization term to grow by about the same factor as the direct term, which it does between these two radicals: $16.59/(39.36-26.07)=1.25$, against $32.95/26.07=1.26$. The derivation above does not require that, and cyclobutenyl shows that it is not general.

For cyclobutenyl, $\cos^2\theta=0.8058$. Adding densities would predict a direct coupling of $34.76\times0.8058\times1=28.0$~G. The computed direct term is 0.00~G, as symmetry requires. The total is $+6.6$~G, or $+0.66$~mT, and comes from spin polarization. The mirror plane does not forbid this remainder: paired orbitals that are even in the plane need not vanish at the protons, and their two spin components can differ there.

The basis set limits the absolute values. For a free hydrogen atom, Hartree--Fock in this basis gives 458.5~G, 9.7\% below the nonrelativistic limit of 507.7~G; B3LYP in the same basis gives 473.8~G. The same fractional correction need not apply in a molecule, so none was made. For ethyl at $\theta=30^\circ$, a larger basis (6-31G* on carbon; uncontracted 6-311G with two tight $s$ functions and one $p$ shell on the methyl hydrogens) moves the direct coupling from 26.1 to 28.3~G, the total from 39.4 to 41.4~G and $B$ from 34.8 to 37.8~G, shifts of 5 to 9\%. The digits quoted in this section therefore belong to the small basis. The ring couplings and the near-equal ratios 1.25 and 1.26 are shown in that basis only, and the absolute ring values may move by comparable amounts. With the idealized geometries and the approximate functional, this means that the closeness of 49.5~G to experiment should not be read as a measure of the method's error. The numerical check at the end covers the model algebra and the calculations in this section, but not the rotated cyclobutenyl ring mentioned earlier, the B3LYP hydrogen atom or the larger-basis ethyl values.

\subsection{Using the rule}

To assign a methylene coupling, first find the relative sign of the singly occupied orbital on the two flanks. Spin densities alone cannot provide it. Then use Eq.~(\ref{eq:whiffen}) with a one-flank reference of similar local geometry. For a twisted ring Eq.~(\ref{eq:general}) is only a rough guide, and it should not be trusted when the two terms nearly cancel. A constant fitted to total couplings must not be mixed with one fitted to direct couplings; in ethyl at $30^\circ$ the two differ by a factor of 1.5.

The same care applies when a coupling is used to infer spin density. For equal flanks of density $\rho$ and equal signs, the direct term is $4\rho B\cos^2\theta$. Reading it as $2\rho B\cos^2\theta$ doubles the inferred density. For opposite signs, a small methylene coupling says little about $\rho$: in cyclobutenyl each flank holds half of the unpaired orbital.

If substitution makes the flank coefficients unequal, cancellation leaves a direct term proportional to $(|c_1|-|c_N|)^2$. When this is small, spin polarization can be comparable or larger, and the total coupling, including its sign, should be calculated instead of estimated from the Whiffen rule.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hueckel: c_first, c_last, (sum)^2, sum of squares (no unit)
  one flank         1.0000 +1.0000 1.0000 1.0000
  allyl             0.7071 -0.7071 0.0000 1.0000
  pentadienyl       0.5774 +0.5774 1.3333 0.6667
  heptatrienyl      0.5000 -0.5000 0.0000 0.5000
  butadiene cation  0.6015 -0.6015 0.0000 0.7236
  butadiene anion   0.6015 +0.6015 1.4472 0.7236
Model couplings: flank 0.8, C-H group 2.5 |beta|
H density, one flank: 0.04644; pentadienyl: 0.06007
Their ratio at this finite coupling: 1.2933
H atom contact coupling: basis 458.5 G, nonrelativistic limit 507.7 G
Ethyl: theta (deg), direct and total coupling (G)
   30   26.07   39.36
  150   26.07   39.36
  270    0.00    1.60
    0   35.14   52.04
  120    8.51   14.15
  240    8.51   14.15
One-flank direct constant B: 34.76 G
Ethyl orbital share on radical carbon: 0.9259
Cyclohexadienyl: theta 32.46 deg, cos^2 0.7119, <S^2> 0.7926
  flank orbital shares: 0.2549, 0.2549
  lobe ratio, last/first flank: +1.0000
  Whiffen, Hueckel coefficients: 32.99 G
  additive densities, Hueckel: 16.50 G
  Whiffen, computed flank shares: 27.25 G
  B3LYP direct: 32.95 G
  B3LYP spin polarization: +16.59 G
  B3LYP total: +49.55 G = +4.955 mT
Cyclobutenyl: theta 26.15 deg, cos^2 0.8058, <S^2> 0.7813
  flank orbital shares: 0.5000, 0.5000
  lobe ratio, last/first flank: -1.0000
  Whiffen, Hueckel coefficients: 0.00 G
  additive densities, Hueckel: 28.01 G
  Whiffen, computed flank shares: 0.00 G
  B3LYP direct: 0.00 G
  B3LYP spin polarization: +6.63 G
  B3LYP total: +6.63 G = +0.663 mT
\end{verbatim}
